# Linear surface-plasmon dispersion of jellium from Feibelman's d-parameters

A calculation of the surface plasmon of a simple metal has to decide how much of the surface to compute. One choice is a sharp boundary with the bulk dielectric function, which, when retardation is neglected, gives \(\omega_s=\omega_p/\sqrt2\) at every wavevector. The other is a quantum response calculation repeated at each wavevector \(q\) along the surface. The theorem below shows that the first correction to \(\omega_s\) needs one response calculation at \(q=0\), done at the frequency \(\omega_s\), and the ground-state density. It also fixes the plane from which the induced charge must be measured, and the side of that plane on which the centroid of the charge lies decides the sign of the correction.

## Setting and assumptions

Hartree atomic units are used, and time dependence is \(e^{-i\omega t}\). The metal lies toward \(z\to-\infty\), with bulk electron density \(\bar n\), ground-state density \(n_0(z)\), \(\omega_p^2=4\pi\bar n\) and \(\varepsilon=1-\omega_p^2/\omega^2\). All perturbations vary as \(e^{iqx}\) with \(q>0\). \(V\) is the electrostatic potential energy of an electron, external plus induced, \(\delta n\) the induced number density and \(\mathbf j\) the number current. Electrons repel, so \(\nabla^2V=-4\pi\delta n\) in and near the metal.

(A1) The static potential \(v_0\) depends on \(z\) alone and is constant deep inside.

(A2) Mean-field response: independent electrons respond to \(V+f_{xc}\delta n\), with \(f_{xc}=0\) (RPA) or the adiabatic LDA kernel.

(A3) Retardation is neglected.

(A4) The part of \(\delta n\) made by the surface has finite moments up to the second, once oscillating tails are averaged out, with a length \(\ell\) as their scale, for \(\operatorname{Im}\omega>0\), and these moments continue analytically to a neighbourhood of \(\omega_s\). Electron-hole pairs emitted into the bulk leave oscillating tails in \(\delta n\), which a positive \(\operatorname{Im}\omega\) damps. The field also shifts the Friedel oscillations of \(n_0\). This leaves a tail that oscillates as \(2k_Fz\) with an amplitude falling as \(1/z^2\), which \(\operatorname{Im}\omega\) does not damp. The moments are therefore defined with a smooth cutoff deep inside, whose width is taken to infinity after the integration. (A4) is assumed, and its consequences are tested numerically below.

An external potential \(e^{qz}\) from sources far outside defines \(g\) and \(A\):
\[V=e^{qz}-g(q,\omega)e^{-qz}\ \ (z\gg\ell),\qquad V=A\,e^{qz}\ \ (z\ll-\ell).\]
A surface mode is a pole of \(g\). The two lengths are
\[d_\perp(\omega)=\frac{\int z\,\delta n\,dz}{\int\delta n\,dz}\bigg|_{q=0},\qquad d_\parallel=\int\Big[\frac{n_0(z)}{\bar n}-\theta(-z)\Big]dz,\]
where \(d_\perp\) is the complex centroid of the density induced by a uniform normal field of frequency \(\omega\). Write \(D=d_\perp-d_\parallel\).

## Theorem

Under (A1) to (A4), to first order in \(q\ell\),
\[g=\frac{(\varepsilon-1)\,[1+q(d_\perp+d_\parallel)]}{\varepsilon+1-(\varepsilon-1)\,qD},\tag{1}\]
and \(g\) has a pole at
\[\omega(q)=\omega_s\Big[1-\tfrac12\,qD(\omega_s)+O(q^2)\Big].\tag{2}\]
\(D\) does not depend on the origin. For a neutral surface with the origin at the jellium edge, \(d_\parallel=0\) and \(D=d_\perp\). The initial slope of \(\operatorname{Re}\omega(q)\) is negative if and only if \(\operatorname{Re}D(\omega_s)>0\), that is, when the real part of the centroid at \(\omega_s\) lies outside the jellium edge.

## Lemma 1: the bulk

For \(V=Ae^{iqx+qz}\) in the uniform gas, \(\delta n=0\) and
\[j_x=\frac{q\bar n}{\omega}Ae^{qz},\qquad j_z=-\frac{iq\bar n}{\omega}Ae^{qz}.\]

Proof. Write \(V=Ae^{i\mathbf Q\cdot\mathbf r}\) with \(\mathbf Q=(q,0,-iq)\), so that \(Q^2=q^2-q^2=0\). For real \(\mathbf Q\), isotropy makes the response \(\chi_0\) a function of \(Q^2\). Its expansion comes from
\[\chi_0=2\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\Big[\frac1{\omega-\mathbf k\cdot\mathbf Q-Q^2/2}-\frac1{\omega-\mathbf k\cdot\mathbf Q+Q^2/2}\Big]=2\!\int\!\frac{d^3k}{(2\pi)^3}\frac{Q^2}{(\omega-\mathbf k\cdot\mathbf Q)^2-Q^4/4}.\]
The integrand is analytic in the components of \(\mathbf Q\) while \(k_F q\ll|\omega|\), so the series in \(Q^2\) also holds for the complex \(\mathbf Q\). It reads \(\chi_0=\bar nQ^2/\omega^2+O(Q^4)\) and vanishes at \(Q^2=0\). Then \(\delta n=0\) and the term \(f_{xc}\delta n\) is absent. The current driven by a scalar potential is along \(\mathbf Q\), the one vector available: \(\mathbf j=\mathbf Qf(Q^2)V\). Continuity, \(\omega\,\delta n=\mathbf Q\cdot\mathbf j\), gives \(f=\omega\chi_0/Q^2\) for real \(\mathbf Q\), and the continuation to \(Q^2=0\) is \(f=\bar n/\omega\). The components of \(\mathbf Q\) give the two currents. ∎

The field deep inside is free of both divergence and curl. It sees \(\varepsilon(\omega)\) and none of the wavevector dependence of the longitudinal bulk response. That dependence acts within the surface layer, where \(\delta n\ne0\), and enters through \(d_\perp\).

## Lemma 2: Poisson's equation

With \(\sigma=\int\delta n\,dz\),
\[-g=\frac{2\pi\sigma}{q}\big[1+qd_\perp+O(q^2)\big],\qquad A-1=\frac{2\pi\sigma}{q}\big[1-qd_\perp+O(q^2)\big].\]

Proof. The equation is \((\partial_z^2-q^2)V=-4\pi\delta n\). The function \((2\pi/q)e^{-q|z-z'|}\) solves the homogeneous equation for \(z\neq z'\), and its slope falls from \(2\pi\) to \(-2\pi\) at \(z'\), a jump of \(-4\pi\). Hence
\[V(z)=e^{qz}+\frac{2\pi}{q}\int e^{-q|z-z'|}\delta n(z')\,dz'.\]
Above the charge \(|z-z'|=z-z'\), so \(-g=(2\pi/q)\int e^{qz'}\delta n\,dz'\). Below it \(|z-z'|=z'-z\), so \(A-1=(2\pi/q)\int e^{-qz'}\delta n\,dz'\). Expanding \(e^{\pm qz'}=1\pm qz'+\dots\) under (A4) gives \(\sigma(1\pm q\bar z)\), with \(\bar z\) the centroid at wavevector \(q\). Near the surface \(V\) is a constant \(A\) plus a part of order \(q\) whose slope inside is \(qA\). As \(q\to0\) the constant induces nothing, and the rest is the uniform-field problem. So \(\delta n=qA\,\nu(z,\omega)[1+O(q\ell)]\) and \(\bar z=d_\perp+O(q)\). ∎

The profile also shows that \(\sigma=O(qA)\) and that \(V-A=O(q\ell A)\) throughout the surface layer.

## Lemma 3: the parallel current

Let \(Z\) be a fixed depth beyond which \(n_0-\bar n\) and the surface part of the response are negligible, with oscillating tails averaged out as in (A4). Then
\[J\equiv\int_{-Z}^\infty j_x\,dz-\int_{-Z}^0\frac{q\bar n}{\omega}Ae^{qz}dz=\frac{q\bar nA}{\omega}\,d_\parallel+O(q^2).\]

Proof. The linearized momentum balance along \(x\) for electrons in the mean field is
\[-i\omega j_x=-iq\,n_0(V+f_{xc}\delta n)-\delta n\,\partial_xv_0-iq\,\delta\Pi_{xx}-\partial_z\delta\Pi_{xz},\]
with \(\Pi\) the kinetic stress tensor. The second term is zero by (A1). Integrate from \(-Z\) to \(\infty\) and count powers of \(q\). The term \(q\int n_0f_{xc}\delta n\) is \(O(q^2)\) because \(\delta n=O(q)\). A constant potential changes no state, so \(\delta\Pi_{xx}\) is driven by the field and is \(O(q)\), and its term is \(O(q^2)\). The last term integrates to \(+\delta\Pi_{xz}(-Z)\), since the stress vanishes in vacuum. In the isotropic bulk a symmetric tensor linear in \(V\) is built from \(Q_aQ_b\) and \(\delta_{ab}\), so the \(xz\) component is proportional to \(Q_xQ_z=O(q^2)\). What remains is \(\int j_x\,dz=(q/\omega)\int n_0V\,dz+O(q^2)\). Both \(V\) and \(Ae^{qz}\) equal \(A+O(q)\) on the range that matters, so
\[J=\frac{qA}{\omega}\Big[\int_{-Z}^\infty n_0\,dz-\bar nZ\Big]+O(q^2),\]
and the bracket is \(\bar nd_\parallel\). ∎

## Lemma 4: the induced charge

\[\sigma=-\frac{\varepsilon-1}{4\pi}\,qA\,\big[1+qd_\parallel+O(q^2)\big].\]

Proof. Continuity reads \(-i\omega\,\delta n+iqj_x+\partial_zj_z=0\). Integrating from \(-Z\) to \(\infty\), where \(j_z=0\),
\[-i\omega\sigma+iq\int_{-Z}^\infty j_x\,dz-j_z(-Z)=0.\]
The bulk part of the integral in Lemma 3 is \((\bar nA/\omega)(1-e^{-qZ})\). Lemma 1 gives \(-j_z(-Z)=iq(\bar nA/\omega)e^{-qZ}\). The terms in \(e^{-qZ}\) cancel:
\[-i\omega\sigma+\frac{iq\bar nA}{\omega}+iqJ=0\quad\Rightarrow\quad\sigma=\frac{\bar n}{\omega^2}\,qA\,(1+qd_\parallel)+O(q^3).\]
Finally \(\bar n/\omega^2=\omega_p^2/4\pi\omega^2=(1-\varepsilon)/4\pi\). ∎

In a uniform field the slope of \(V\) changes by \(-4\pi\sigma\) across the layer. With slope \(E_{in}\) in place of \(qA\), \(E_{out}=E_{in}+(\varepsilon-1)E_{in}=\varepsilon E_{in}\).

## Proof of the theorem

Insert Lemma 4 into the second relation of Lemma 2. The prefactor is \(2\pi\sigma/q=-\tfrac12(\varepsilon-1)A(1+qd_\parallel)\), and \((1+qd_\parallel)(1-qd_\perp)=1-qD+O(q^2)\). Therefore
\[1=A\Big[1+\tfrac12(\varepsilon-1)(1-qD)\Big]=\tfrac12A\big[\varepsilon+1-(\varepsilon-1)qD\big].\]
The first relation gives \(g=\tfrac12(\varepsilon-1)A(1+qd_\parallel)(1+qd_\perp)\). Substituting \(A\) and dropping \(q^2\) yields (1).

For the pole, define
\[r(\omega)=\frac{\varepsilon+1}{\varepsilon-1}=\frac{2\omega^2-\omega_p^2}{-\omega_p^2}=1-\frac{\omega^2}{\omega_s^2}.\]
Inverting (1), \(1/g=(r-qD)[1-q(d_\perp+d_\parallel)]\), or
\[\frac1g=r-q\big[D+r\,(d_\perp+d_\parallel)\big]+O(q^2).\tag{3}\]
At \(q=0\) the zero is \(\omega=\omega_s\). There \(\partial_\omega(1/g)=r'(\omega_s)=-2/\omega_s\ne0\), and \(\partial_q(1/g)=-D(\omega_s)\) because \(r=0\). The implicit function theorem gives
\[\frac{d\omega}{dq}\Big|_{0}=-\frac{\partial_q(1/g)}{\partial_\omega(1/g)}=-\frac{-D}{-2/\omega_s}=-\tfrac12\omega_sD(\omega_s),\]
which is (2). Its real part has the sign of \(-\operatorname{Re}D(\omega_s)\).

Move the origin to \(z=a\) by \(z'=z-a\). The centroid becomes \(d_\perp-a\). The step \(\theta(-z')\) covers an extra length \(a\), so \(d_\parallel\) becomes \(d_\parallel-a\), and \(D\) is unchanged. As a check on the numerator of (1), \(e^{qz}-ge^{-qz}=e^{qa}[e^{qz'}-ge^{-2qa}e^{-qz'}]\) requires \(g'=g(1-2qa)\), and \(d_\perp+d_\parallel\) does fall by \(2a\). With the background \(\bar n\theta(-z)\), neutrality is \(\int[n_0-\bar n\theta(-z)]dz=0\), which is \(d_\parallel=0\). ∎

## Remarks

**Meaning of the sign.** Take a free oscillation with \(d_\parallel=0\) and the charge idealized as a sheet at real \(z=d\). Without the external term, Lemma 2 reads \(A=(2\pi\sigma/q)e^{-qd}\), and Lemma 4 reads \(\sigma=\bar nqA/\omega^2\). Their product gives \(\omega^2=2\pi\bar n\,e^{-qd}=\omega_s^2e^{-qd}\), valid to first order in \(qd\). The bulk electrons carry the current, and the force on them is the field of the sheet. A sheet outside the edge is farther from them, its field is weaker by \(e^{-qd}\), and the frequency drops. A sheet inside gives \(e^{+q|d|}\) in the extrapolated amplitude \(A\), and the frequency rises.

**Damping.** Equation (2) gives \(\operatorname{Im}\omega=-\tfrac12\omega_sq\operatorname{Im}D\). On the real axis the surface absorbs, so \(\operatorname{Im}g\ge0\) and \(\operatorname{Im}(1/g)\le0\). Since \(r\) and \(d_\parallel\) are real there, (3) gives \(\operatorname{Im}(1/g)=-q(1+r)\operatorname{Im}d_\perp\) with \(1+r=2(1-\omega^2/\omega_p^2)\). Hence \(\operatorname{Im}d_\perp\ge0\) for real \(\omega<\omega_p\). The mode cannot grow at first order in \(q\), and it decays when \(\operatorname{Im}d_\perp(\omega_s)>0\).

**Second order.** The pole condition \(r=qD(\omega)\) evaluated at the shifted frequency adds \(-\tfrac12\omega_sq\,D'\cdot(-\tfrac12\omega_sqD)=\tfrac14\omega_s^2q^2DD'\) to (2). The curvature of \(r\) adds \(-\tfrac18\omega_sq^2D^2\), since \(r=qD\) means \(\omega=\omega_s\sqrt{1-qD}\). With the origin placed so that \(d_\parallel=0\), any remaining \(q^2\) terms come from the remainders of the lemmas, which are not computed here. The linear law needs \(\omega_sq|D'|\ll1\) as well as \(q\ell\ll1\). The static centroid \(d_\perp(0)\) does not enter (2).

**Retardation.** For a sharp local boundary, the magnetic field \(H_y\) varies as \(e^{-\kappa_0z}\) outside and \(e^{\kappa_1z}\) inside, with \(\kappa_0^2=q^2-\omega^2/c^2\) and \(\kappa_1^2=q^2-\varepsilon\omega^2/c^2\). Continuity of \(H_y\) and of \(E_x\propto\varepsilon^{-1}\partial_zH_y\) gives \(-\varepsilon=\kappa_1/\kappa_0\approx1+(1-\varepsilon)\omega^2/2c^2q^2\), so \(\varepsilon+1\approx-(\omega_s/cq)^2\) near \(\varepsilon=-1\). With \(\varepsilon+1=2(1-\omega_s^2/\omega^2)\approx4\,\delta\omega/\omega_s\), the relative shift is \(-(\omega_s/cq)^2/4\). To leading order the two small shifts add:
\[\frac{\operatorname{Re}\omega}{\omega_s}\approx1-\frac{(\omega_s/c)^2}{4q^2}-\frac q2\operatorname{Re}D.\tag{4}\]
The \(q\)-derivative is \((\omega_s/c)^2/2q^3-\tfrac12\operatorname{Re}D\), which for \(\operatorname{Re}D>0\) is negative when \(q^3>(\omega_s/c)^2/\operatorname{Re}D\). Below that wavevector the branch rises. For \(\operatorname{Re}D\le0\) it rises at every \(q\) where (4) holds.

**Lattice and bound electrons.** With a lattice \(\partial_xv_0\neq0\), Lemma 3 fails, and \(d_\parallel\) must be computed from the parallel current. If Lemma 4 still holds with a general \(\varepsilon(\omega)\) and that \(d_\parallel\), then \(r'=-2\varepsilon'/(\varepsilon-1)^2=-\varepsilon'/2\) at \(\varepsilon=-1\), and the slope is \(-2D/\varepsilon'\). The Drude value \(\varepsilon'=4/\omega_s\) restores (2). The jellium edge then has no special role.

## A closed-form case with positive slope

In the hard-wall hydrodynamic model \(n_0=\bar n\theta(-z)\), so \(d_\parallel=0\). The equation of motion is \(-i\omega\mathbf j=-\bar n\nabla V-\beta^2\nabla\delta n\), with \(j_z(0)=0\). This model lies outside (A2), but the lemmas carry over: a harmonic \(V\) still gives \(\delta n=0\) and the same currents in the bulk, and the pressure adds to the momentum balance of Lemma 3 only \(-iq\beta^2\int\delta n\,dz=O(q^2)\). Continuity gives \(\nabla\cdot\mathbf j=i\omega\,\delta n\), so the divergence is \(\omega^2\delta n=4\pi\bar n\,\delta n-\beta^2\nabla^2\delta n\). Thus \(\delta n\propto e^{\kappa z}\) with \(\beta^2\kappa^2=\beta^2q^2+\omega_p^2-\omega^2\). At \(q=0\) the centroid of \(e^{\kappa z}\) on \(z<0\) is \(-1/\kappa\), so
\[d_\perp(\omega)=-\frac{\beta}{\sqrt{\omega_p^2-\omega^2}},\qquad d_\perp(\omega_s)=-\frac\beta{\omega_s},\]
and (2) predicts \(\omega=\omega_s+\beta q/2\).

For the direct solution take \(V=ae^{qz}+be^{\kappa z}\) inside and \(V=c_0e^{-qz}\) outside. Poisson's equation gives \(\delta n=-(\kappa^2-q^2)be^{\kappa z}/4\pi\). Continuity of \(V\) and \(V'\) gives \(a+b=c_0\) and \(qa+\kappa b=-qc_0\), so \(2qa=-(\kappa+q)b\). The wall condition \(\bar nV'+\beta^2\delta n'=0\), times \(4\pi\), is \(\omega_p^2(qa+\kappa b)-\kappa(\omega_p^2-\omega^2)b=0\), or \(\omega_p^2qa+\kappa\omega^2b=0\). Eliminating \(a\) gives \(\omega_p^2(\kappa+q)=2\kappa\omega^2\), that is \(\kappa(\omega^2-\omega_s^2)=q\omega_s^2\). This is solved by \(\omega^2-\omega_s^2=\beta q\omega\). Indeed the condition then gives \(\beta\kappa=\omega_s^2/\omega=\omega-\beta q\), whose square \(\omega^2-2\beta q\omega+\beta^2q^2\) equals \(\beta^2q^2+2\omega_s^2-\omega^2\). So
\[\omega=\tfrac12\beta q+\sqrt{\omega_s^2+\tfrac14\beta^2q^2},\]
with the linear term of (2). The induced charge at \(q=0\) has one sign and lies wholly inside the edge, so its centroid is inside too and this model cannot give a negative slope.

## Worked example at \(r_s=4\)

The density is a round model value: \(\bar n=0.003730\) bohr\(^{-3}\), \(k_F=0.47979\) bohr\(^{-1}\), \(\omega_p=0.21651\) Ha, \(\omega_s=0.153093\) Ha \(=4.166\) eV. The numerical output lists all values used.

For the quantum surfaces, \(\chi_0(z,z';q,\omega)\) is built from scattering orbitals and outgoing Green's functions of a semi-infinite system, on a grid of step 0.5 bohr from \(-120\) bohr outward, at \(\operatorname{Im}\omega=\eta=0.004\) Ha. The two sides of the test are computed separately. One is \(D\), from a \(q=0\) centroid continued to \(\omega_s\) and from \(n_0\). The other is the zeros of \(1/g\) from full solutions at \(q=0.005\) to \(0.020\) bohr\(^{-1}\), continued from the line \(\operatorname{Im}\omega=\eta\), with \((\omega/\omega_s-1)/q\) extrapolated to \(q=0\) by a quadratic fit.

**Self-consistent jellium.** The ground state is Kohn–Sham LDA (Slater exchange, PW92 correlation) and the response is adiabatic LDA. The work function, read from the potential at the outer edge of the grid (\(z=20\) bohr), is 0.1065 Ha. The exchange-correlation tail has not fully decayed there, and extending the grid to 30 bohr raises the value to 0.1068 Ha. The electrostatic potential energy of an electron at the edge, measured from its value deep inside, is 0.00221 Ha and agrees with the Budd–Vannimenus value \(\bar n\,de/d\bar n=0.00222\) Ha, where \(e\) is the bulk energy per electron. The computed \(d_\parallel\) is 0.0000 bohr, and \(E_{out}/E_{in}=-0.9959+0.1044i\) equals \(\varepsilon(\omega_s+i\eta)\) to the printed digits. The centroid is \(D=3.326+2.713i\) bohr, outside the edge. Changing the grid step, the depth of the box and the smooth cutoff moves each part of \(D\) by 0.01 to 0.02 bohr and the slope below by about 0.001 Ha bohr, so the last digits of these and of the other centroids of this surface are not converged. Then
\[\operatorname{Re}\frac{d\omega}{dq}=-\tfrac12(0.153093)(3.326)=-0.2546\ \text{Ha bohr}\approx-3.7\ \text{eV Å}.\]
The poles give a reduced slope \(-1.678-1.351i\) bohr against \(-D/2=-1.663-1.356i\) bohr. The difference has modulus 0.016 bohr, 0.7% of \(|D/2|=2.15\) bohr, within the test tolerance of 0.05 bohr and of the same size as the numerical uncertainty of \(D\). The real parts of the four poles fall monotonically from \(\omega_s\).

The linear range is narrow. At \(q=0.005\) the real shift is \(0.151846-0.153093=-0.001247\) Ha and the linear law gives \(-0.001273\) Ha, 2% too large relative to the computed shift. At \(q=0.020\) the values are \(-0.004424\) and \(-0.005092\) Ha, 15% too large, and the damping 0.004153 Ha exceeds the computed 0.002956 Ha by 40% of the latter, although \(q|D|\) is 0.086. The program does not separate the terms beyond first order, so their shares in this deviation are left open. The centroid itself depends strongly on frequency: \(d_\perp=2.262+1.403i\) bohr at \(0.6\omega_p+i\eta\).

That frequency also tests the numerator of (1). With \(\eta/\omega_p=0.01847\), \(r=1-2(0.6+0.01847i)^2=0.2807-0.0443i\). For \(d_\parallel=0\), (3) gives
\[\partial_q(1/g)=-(2.262+1.403i)(1.2807-0.0443i)=-2.959-1.697i\ \text{bohr},\]
and the finite-\(q\) solutions give \(-2.956-1.717i\) bohr, within the tolerance of 0.06 bohr. Without the factor \(1+r\) the real part would be \(-2.262\).

Retardation is absent on both sides of these tests, but (4) shows its size. With \(\omega_s/c=0.00112\) bohr\(^{-1}\), the relative shift at \(q=0.005\) is \(-(0.224)^2/4=-0.0125\), larger than the surface term \(-0.005\times3.326/2=-0.008\). At \(q=0.020\) the two are \(-0.0008\) and \(-0.033\). The slope in (4) turns negative at \(q^3=(0.00112)^2/3.326\), or \(q\approx0.007\) bohr\(^{-1}\). The window in which (2) alone describes this surface is therefore small: retardation bounds it from below and curvature from above.

**Infinite barrier, RPA.** The origin is put at the wall, so that \(d_\parallel\neq0\). The orbitals are \(\sin kz\), and \(n_0=\pi^{-2}\int_0^{k_F}(k_F^2-k^2)\sin^2kz\,dk\), whose average is \(k_F^3/3\pi^2=\bar n\). Then \(n_0-\bar n=-(2\pi^2)^{-1}\int_0^{k_F}(k_F^2-k^2)\cos2kz\,dk\). Use \(\int_{-\infty}^0\cos2kz\,dz=\tfrac\pi2\delta(k)\), of which the range \(k>0\) takes half. This gives \(\int(n_0-\bar n)dz=-(2\pi^2)^{-1}\tfrac\pi4k_F^2=-k_F^2/8\pi\), and division by \(\bar n\) gives \(d_\parallel=-3\pi/8k_F=-2.4554\) bohr, which the computed density reproduces. With \(d_\perp(\omega_s)=-3.616+0.011i\) bohr,
\[D=-3.616+2.455+0.011i=-1.161+0.011i\ \text{bohr}.\]
The centroid lies inside the neutrality edge. The predicted reduced slope is \(0.580-0.005i\) bohr and the poles give \(0.584-0.005i\) bohr. Using \(d_\perp\) alone would give 1.81 bohr, so the test is sensitive to \(d_\parallel\). The slope is \(+0.0889\) Ha bohr \(\approx+1.3\) eV Å. Off resonance, (3) gives \(2.612-0.244i\) bohr against \(2.623-0.246i\) bohr from the full solutions.

At \(0.6\omega_p+i\eta\) the output has \(\operatorname{Im}d_\perp=-0.013\) bohr. The inequality \(\operatorname{Im}d_\perp\ge0\) was shown for real frequency. Off the axis, \(d_\perp(\omega+i\eta)\approx d_\perp+i\eta\,d_\perp'\) adds \(\eta\operatorname{Re}d_\perp'\) to the imaginary part. The secant between \(0.6\omega_p=0.1299\) Ha and \(\omega_s\) is \((-3.616+3.418)/0.0232\approx-8.5\) bohr/Ha, so the added term is about \(-0.03\) bohr, enough to reverse the sign. This is an estimate from two points and was not tested.

**Hydrodynamic wall.** With \(\beta^2=\tfrac35k_F^2\), \(\beta=0.37164\) and \(d_\perp(\omega_s)=-0.37164/0.153093=-2.4276\) bohr. The root of the boundary determinant at small \(q\) gives a reduced slope of 1.2139 bohr against \(-d_\perp/2=1.2138\) bohr, and \(d\omega/dq=\beta/2=0.1858\) Ha bohr \(\approx+2.7\) eV Å.

The three models share the same bulk density and the same \(\omega_s\), and their slopes are \(-3.7\), \(+1.3\) and \(+2.7\) eV Å. They differ in the surface profile and in the response approximation, so bulk density and \(\omega_s\) alone do not fix the sign. None of the values is a prediction for a real metal: the self-consistent level leaves out the lattice and interband transitions, memory in the exchange-correlation kernel, the image tail of the barrier, bulk damping and retardation.

## Calculated quantities

```
rs = 4.0 bohr, nb = 0.003730 /bohr^3, kF = 0.47979 /bohr, eF = 0.11510 Ha
wp = 0.21651 Ha, ws = 0.153093 Ha = 4.166 eV
retardation scale ws/c = 0.00112 /bohr
grid h = 0.5 bohr, from -120.0 to 20.0 bohr, eta = 0.004 Ha, k points = 90
LDA barrier = 0.2216 Ha, work function = 0.1065 Ha
LDA electrostatic u(0) = 0.00221 Ha, Budd-Vannimenus = 0.00222 Ha
LDA Eout/Ein at ws+i*eta = -0.9959+0.1044i, eps = -0.9959+0.1044i
LDA dpar = +0.0000 bohr, dperp(ws) = +3.326+2.713i bohr
LDA D = dperp-dpar = +3.326+2.713i bohr = +1.760+1.435i Angstrom
LDA q = 0.005 /bohr: pole +0.151846-0.000941i, linear +0.151820-0.001038i Ha
LDA q = 0.010 /bohr: pole +0.150682-0.001721i, linear +0.150547-0.002076i Ha
LDA q = 0.015 /bohr: pole +0.149621-0.002381i, linear +0.149274-0.003115i Ha
LDA q = 0.020 /bohr: pole +0.148669-0.002956i, linear +0.148001-0.004153i Ha
LDA slope dw/dq/ws: from poles -1.678-1.351i, -D/2 = -1.663-1.356i bohr
LDA Re dw/dq = -0.2546 Ha bohr = -3.666 eV Angstrom
LDA w=0.6wp+i*eta: dperp = +2.262+1.403i bohr
LDA   d(1/g)/dq: full -2.956-1.717i, formula -2.959-1.697i bohr
IBM origin at wall; -3pi/(8kF) = -2.4554 bohr
IBM Eout/Ein at ws+i*eta = -0.9959+0.1044i, eps = -0.9959+0.1044i
IBM dpar = -2.4554 bohr, dperp(ws) = -3.616+0.011i bohr
IBM D = dperp-dpar = -1.161+0.011i bohr = -0.614+0.006i Angstrom
IBM q = 0.005 /bohr: pole +0.153552-0.000004i, linear +0.153537-0.000004i Ha
IBM q = 0.010 /bohr: pole +0.154036-0.000009i, linear +0.153982-0.000008i Ha
IBM q = 0.015 /bohr: pole +0.154544-0.000015i, linear +0.154426-0.000012i Ha
IBM q = 0.020 /bohr: pole +0.155078-0.000022i, linear +0.154870-0.000016i Ha
IBM slope dw/dq/ws: from poles +0.584-0.005i, -D/2 = +0.580-0.005i bohr
IBM Re dw/dq = +0.0889 Ha bohr = +1.280 eV Angstrom
IBM w=0.6wp+i*eta: dperp = -3.418-0.013i bohr
IBM   d(1/g)/dq: full +2.623-0.246i, formula +2.612-0.244i bohr
HYD beta = 0.37164 a.u., kappa(ws) = 0.41194 /bohr, dperp(ws) = -2.4276 bohr
HYD slope dw/dq/ws: determinant +1.2139, -d/2 = +1.2138 bohr
HYD dw/dq = +0.1858 Ha bohr = +2.676 eV Angstrom
```
